# Kinetic correlation energy of a single excitation in direct RPA: verification in Python

```python
"""Kinetic correlation energy in direct RPA for a single excitation.

Result under test, with Omega = sqrt(D^2 + 2 D K):
  integrand at full coupling  W_c(1) = (K/2) (D/Omega - 1)
  correlation energy          E_c    = (Omega - D - K)/2
  kinetic correlation energy  T_c    = E_c - W_c(1)
                                     = (Omega - D)^2 / (4 Omega) > 0
D: non-interacting gap; K: Coulomb self-repulsion of the transition
density; lam: coupling strength from 0 to 1. Energies in hartree.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---- derived formulas -------------------------------------------------
def frequency(D, K, lam=1.0):
    return np.sqrt(D * D + 2.0 * lam * D * K)


def integrand(D, K, lam=1.0):
    return 0.5 * K * (D / frequency(D, K, lam) - 1.0)


def energy(D, K):
    return 0.5 * (frequency(D, K) - D - K)


def kinetic(D, K):
    om = frequency(D, K)
    return (om - D) ** 2 / (4.0 * om)


def slope(D, K, lam):
    return -D**2 * K**2 / (2.0 * frequency(D, K, lam) ** 3)


# ---- independent computations -----------------------------------------
def integrand_from_response(D, K, lam):
    """Fluctuation-dissipation integral with the Dyson equation."""
    def difference(w):
        chi0 = -2.0 * D / (D * D + w * w)
        return chi0 / (1.0 - lam * K * chi0) - chi0
    value = quad(difference, 0.0, np.inf, epsabs=1e-12,
                 epsrel=1e-11, limit=300)[0]
    return -K * value / (2.0 * np.pi)


def boson_ground_state(D, K, size=400):
    """Diagonalize D b+b + (K/2)(b + b+)^2 in a number basis.

    Returns E_c, W_c(1), T_c and the mean boson number.
    """
    lower = np.diag(np.sqrt(np.arange(1.0, size + 2)), 1)
    x = lower + lower.T
    x2 = (x @ x)[:size, :size]
    number = np.diag(np.arange(float(size)))
    values, vectors = np.linalg.eigh(D * number + 0.5 * K * x2)
    ground = vectors[:, 0]
    mean_number = ground @ number @ ground
    e_c = values[0] - 0.5 * K * x2[0, 0]
    w_c = 0.5 * K * (ground @ x2 @ ground - x2[0, 0])
    return e_c, w_c, D * mean_number, mean_number


def rpa_roots(A, B):
    """Positive eigenvalues of the RPA matrix [[A, B], [-B, -A]]."""
    roots = np.linalg.eigvals(np.block([[A, B], [-B, -A]]))
    return np.sort(roots.real)[len(A):]


# ---- tests ------------------------------------------------------------
nodes, weights = np.polynomial.legendre.leggauss(30)
nodes, weights = 0.5 * (nodes + 1.0), 0.5 * weights

for D, K in [(0.4, 0.25), (0.4, 2.0), (1.0, 0.3), (0.4, -0.1)]:
    # integrand and energy from the response function
    for lam in (0.3, 1.0):
        assert abs(integrand_from_response(D, K, lam)
                   - integrand(D, K, lam)) < 1e-8
    e_ac = sum(w * integrand_from_response(D, K, lam)
               for lam, w in zip(nodes, weights))
    assert abs(e_ac - energy(D, K)) < 1e-8

    # energy from the eigenvalue of the RPA matrix
    root = rpa_roots(np.array([[D + K]]), np.array([[K]]))[0]
    assert abs(0.5 * (root - D - K) - e_ac) < 1e-8

    # all three energies from the boson ground state
    e_b, w_b, t_b, n_b = boson_ground_state(D, K)
    assert abs(e_b - energy(D, K)) < 1e-9
    assert abs(w_b - integrand(D, K)) < 1e-9
    assert abs(t_b - kinetic(D, K)) < 1e-9
    assert t_b > 0.0
    assert abs(e_ac - integrand_from_response(D, K, 1.0) - t_b) < 1e-8

    # factored forms of the energy and the integrand
    om = root
    assert abs(e_b + (om - D)**2 / (4 * D)) < 1e-9
    assert abs(w_b + (om - D)**2 * (om + D) / (4 * D * om)) < 1e-9

    # slope by central difference (step error below 1e-5), then T_c
    h = 1e-3
    numeric = (integrand_from_response(D, K, 0.5 + h)
               - integrand_from_response(D, K, 0.5 - h)) / (2 * h)
    assert abs(numeric - slope(D, K, 0.5)) < 1e-5
    t_slope = -np.sum(weights * nodes * slope(D, K, nodes))
    assert abs(t_slope - t_b) < 1e-8

# two spin channels, each pair coupled by k: one root at D, one with K=2k
D, k = 0.4, 0.125
coupling = k * np.ones((2, 2))
spin_roots = rpa_roots(D * np.eye(2) + coupling, coupling)
assert np.allclose(spin_roots, [D, frequency(D, 2 * k)], atol=1e-10)
spin_energy = 0.5 * (spin_roots.sum() - 2 * (D + k))
assert abs(spin_energy - energy(D, 2 * k)) < 1e-10

# weak coupling: leading terms, next order is relative size K/D = 0.001
D, K = 1.0, 1e-3
e_b, w_b, t_b, _ = boson_ground_state(D, K, size=40)
assert abs(e_b / (-K * K / (4 * D)) - 1) < 5e-3
assert abs(w_b / (-K * K / (2 * D)) - 1) < 5e-3
assert abs(t_b / (K * K / (4 * D)) - 1) < 5e-3

# ratio T_c/|E_c| = D/Omega, also at strong coupling, and its decrease
ratios = []
for K in (0.05, 0.25, 1.0, 5.0, 20.0):
    e_b, w_b, t_b, _ = boson_ground_state(0.4, K)
    ratios.append(-t_b / e_b)
    assert abs(ratios[-1] - 0.4 / frequency(0.4, K)) < 1e-7
assert np.all(np.diff(ratios) < 0) and ratios[-1] < 0.11

# ---- worked example ---------------------------------------------------
D, K = 0.40, 0.25
om = frequency(D, K)
e_c, w_1, t_c = energy(D, K), integrand(D, K), kinetic(D, K)
e_b, w_b, t_b, n_b = boson_ground_state(D, K)
print(f"gap D = {D:.2f} hartree")
print(f"coupling K = {K:.2f} hartree")
print(f"Omega squared = {om**2:.4f} hartree^2")
print(f"RPA frequency Omega = {om:.4f} hartree")
for lam in (0.0, 0.25, 0.5, 0.75, 1.0):
    print(f"lambda = {lam:.2f}: Omega_lambda = "
          f"{frequency(D, K, lam):.6f} hartree, "
          f"W_c = {integrand(D, K, lam) + 0.0:.6f} hartree")
print(f"slope of W_c at lambda=0: {slope(D, K, 0.0):.6f} hartree")
print(f"slope of W_c at lambda=1: {slope(D, K, 1.0):.6f} hartree")
print(f"W_c(1) = {w_1:.6f} hartree = {w_1 * HARTREE_EV:.4f} eV")
print(f"E_c = {e_c:.6f} hartree = {e_c * HARTREE_EV:.4f} eV")
print(f"T_c = {t_c:.6f} hartree = {t_c * HARTREE_EV:.4f} eV")
print(f"E_c - W_c(1) = {e_c - w_1:.6f} hartree")
print(f"T_c/|E_c| = {t_c / abs(e_c):.6f} (no unit)")
print(f"boson diagonalization: E_c = {e_b:.6f} hartree")
print(f"boson diagonalization: W_c(1) = {w_b:.6f} hartree")
print(f"boson diagonalization: D<b+b> = {t_b:.6f} hartree")
print(f"mean boson number <b+b> = {n_b:.6f} (no unit)")
print(f"weak-coupling estimate K^2/(4D) = {K*K/(4*D):.6f} hartree")
print("scan at D = 0.40 hartree:")
for K_scan in (0.05, 0.25, 1.0, 5.0):
    e_s, t_s = energy(D, K_scan), kinetic(D, K_scan)
    print(f"K = {K_scan:.2f} hartree: E_c = {e_s:.6f} hartree, "
          f"T_c = {t_s:.6f} hartree, T_c/|E_c| = {-t_s / e_s:.4f}")
print("success")
```

Printed output:

```
gap D = 0.40 hartree
coupling K = 0.25 hartree
Omega squared = 0.3600 hartree^2
RPA frequency Omega = 0.6000 hartree
lambda = 0.00: Omega_lambda = 0.400000 hartree, W_c = 0.000000 hartree
lambda = 0.25: Omega_lambda = 0.458258 hartree, W_c = -0.015891 hartree
lambda = 0.50: Omega_lambda = 0.509902 hartree, W_c = -0.026942 hartree
lambda = 0.75: Omega_lambda = 0.556776 hartree, W_c = -0.035197 hartree
lambda = 1.00: Omega_lambda = 0.600000 hartree, W_c = -0.041667 hartree
slope of W_c at lambda=0: -0.078125 hartree
slope of W_c at lambda=1: -0.023148 hartree
W_c(1) = -0.041667 hartree = -1.1338 eV
E_c = -0.025000 hartree = -0.6803 eV
T_c = 0.016667 hartree = 0.4535 eV
E_c - W_c(1) = 0.016667 hartree
T_c/|E_c| = 0.666667 (no unit)
boson diagonalization: E_c = -0.025000 hartree
boson diagonalization: W_c(1) = -0.041667 hartree
boson diagonalization: D<b+b> = 0.016667 hartree
mean boson number <b+b> = 0.041667 (no unit)
weak-coupling estimate K^2/(4D) = 0.039062 hartree
scan at D = 0.40 hartree:
K = 0.05 hartree: E_c = -0.001393 hartree, T_c = 0.001246 hartree, T_c/|E_c| = 0.8944
K = 0.25 hartree: E_c = -0.025000 hartree, T_c = 0.016667 hartree, T_c/|E_c| = 0.6667
K = 1.00 hartree: E_c = -0.210102 hartree, T_c = 0.085774 hartree, T_c/|E_c| = 0.4082
K = 5.00 hartree: E_c = -1.680196 hartree, T_c = 0.329514 hartree, T_c/|E_c| = 0.1961
success
```
